# Electron Transport Cross Section from Phase Shifts, with Low-Velocity Stopping

A calculation of the electronic stopping of a slow ion can reach a point where the phase shifts $\delta_l$ at the Fermi energy are known and must be combined into one cross section. The choice is between the total cross section, which counts every collision equally, and the transport cross section, which weights each collision by the forward momentum it transfers. For the model ion treated below, the first is larger than the second by a factor 1.56, and the stopping power would be wrong by the same factor. The transport sum also needs the phase shifts in neighbouring pairs, which affects where the list may be cut off.

Hartree atomic units are used: the electron has mass 1, momentum $k$ and energy $k^2/2$.

## Assumptions and conventions

An electron scatters from a fixed centre with a real, spherical, spin-independent potential $V(r)$.

- **A1.** $V$ is differentiable for $r>0$. Near the origin it is no more singular than $1/r$, and $V'$ no more singular than $1/r^2$.
- **A2.** $V$ and $V'$ decay exponentially at large $r$.
- **A3.** $\sum_l(2l+1)|\sin\delta_l|$ converges, so the series for the scattering amplitude may be multiplied and integrated term by term. In the force integral of Theorem 2, the decay of $V'$ permits the same for the series of the full state.

The radial function $u_l$ is regular at the origin and obeys

$$u_l''=\left[\frac{l(l+1)}{r^2}+2V-k^2\right]u_l,\qquad u_l\to\sin\!\left(kr-\frac{l\pi}{2}+\delta_l\right).$$

With this sign a weak attraction gives $\delta_l>0$. The scattering state is $\psi\to e^{ikz}+f(\theta)e^{ikr}/r$. The transport cross section is defined by

$$\sigma_{\rm tr}=\int(1-\cos\theta)\,|f(\theta)|^2\,d\Omega .$$

The weight has a mechanical origin. At unit incident density the flux is $k$, and $k|f|^2d\Omega$ electrons per unit time leave the beam for the solid angle $d\Omega$. The collision is elastic, so each keeps the momentum $k$ and loses the forward part $k(1-\cos\theta)$. The centre therefore feels the forward force $k^2\sigma_{\rm tr}$. Theorem 2 obtains this force without the far-field argument.

## The amplitude and two lemmas

The plane wave is $e^{ikz}=\sum_l(2l+1)i^l j_l(kr)P_l(\cos\theta)$. Its coefficients follow from comparing the terms in $r^l\cos^l\theta$, to which the $l$-th wave alone contributes. On the left the coefficient is $i^lk^l/l!$. On the right, $j_l\approx(kr)^l/(2l+1)!!$ and the leading coefficient of $P_l$ is $(2l-1)!!/l!$, whose product is $k^l/[(2l+1)\,l!]$.

The scattering state has the form

$$\psi=\sum_l(2l+1)i^l e^{i\delta_l}\frac{u_l(r)}{kr}P_l(\cos\theta). \tag{1}$$

To confirm this, set $X=kr-l\pi/2$ and subtract the plane wave, for which $kr\,j_l\to\sin X$:

$$e^{i\delta_l}\sin(X+\delta_l)-\sin X=\frac{e^{iX}(e^{2i\delta_l}-1)}{2i}=e^{iX}e^{i\delta_l}\sin\delta_l .$$

The incoming parts $e^{-iX}$ have cancelled, as they must. Since $i^le^{-il\pi/2}=1$, what remains is $f\,e^{ikr}/r$ with

$$f=\frac1k\sum_l(2l+1)\,t_l\,P_l(\cos\theta),\qquad t_l=e^{i\delta_l}\sin\delta_l=\frac{e^{2i\delta_l}-1}{2i}. \tag{2}$$

**Lemma 1.** With $x=\cos\theta$, the integral $\int_{-1}^{1}xP_lP_{l'}\,dx$ vanishes unless $l'=l\pm1$, and

$$\int_{-1}^{1}xP_lP_{l+1}\,dx=\frac{2(l+1)}{(2l+1)(2l+3)} .$$

*Proof.* The recurrence $(2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}$ turns $xP_l$ into its two neighbours. Orthogonality, $\int P_l P_{l'}dx=2\delta_{ll'}/(2l+1)$ with the Kronecker symbol $\delta_{ll'}$, removes all other $l'$. For $l'=l+1$ it leaves $\frac{l+1}{2l+1}\cdot\frac{2}{2l+3}$. ∎

**Lemma 2.** For real phase shifts, $|t_l-t_{l+1}|^2=\sin^2(\delta_l-\delta_{l+1})$.

*Proof.* From (2),

$$t_l-t_{l+1}=\frac{e^{2i\delta_l}-e^{2i\delta_{l+1}}}{2i}=e^{i(\delta_l+\delta_{l+1})}\sin(\delta_l-\delta_{l+1}),$$

and the exponential in front has modulus 1. ∎

## The transport formula

**Theorem 1.** Under A1 to A3,

$$\boxed{\;\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_{l=0}^{\infty}(l+1)\sin^2(\delta_l-\delta_{l+1})\;}$$

*Proof.* Take the weight 1 first. The azimuthal integral gives $2\pi$, and orthogonality leaves the diagonal terms:

$$\int|f|^2d\Omega=\frac{2\pi}{k^2}\sum_l(2l+1)^2|t_l|^2\frac{2}{2l+1}=\frac{4\pi}{k^2}\sum_l(2l+1)|t_l|^2 .$$

This is $\sigma_{\rm tot}$. Split $2l+1=(l+1)+l$. In the second part the term $l=0$ vanishes, and renaming $l\to l+1$ gives $\sum_{l\ge0}(l+1)|t_{l+1}|^2$. Hence

$$\sigma_{\rm tot}=\frac{4\pi}{k^2}\sum_l(l+1)\left(|t_l|^2+|t_{l+1}|^2\right). \tag{3}$$

For the weight $\cos\theta$, Lemma 1 leaves neighbouring pairs. Each pair occurs twice in the double sum, as $t_lt_{l+1}^*$ and as its complex conjugate, and the two add up to $2\,\mathrm{Re}(t_lt_{l+1}^*)$:

$$\int\cos\theta|f|^2d\Omega=\frac{2\pi}{k^2}\sum_l(2l+1)(2l+3)\,\frac{2(l+1)}{(2l+1)(2l+3)}\,2\,\mathrm{Re}(t_lt_{l+1}^*)$$

$$=\frac{4\pi}{k^2}\sum_l(l+1)\,2\,\mathrm{Re}(t_lt_{l+1}^*). \tag{4}$$

Subtracting (4) from (3) completes a square:

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)|t_l-t_{l+1}|^2 .$$

Lemma 2 gives the result. ∎

**Remark 1 (branches).** A multiple of $\pi$ added to any single $\delta_l$ leaves every term unchanged. Phase shifts obtained from an arctangent can be used without finding their absolute branch.

**Remark 2 (a small $p$ wave).** If $\sin\delta_l=0$ for all $l\ge1$, both cross sections equal $4\pi\sin^2\delta_0/k^2$, because scattering is then isotropic and the mean cosine is zero. Now let $\delta_1$ be small and the higher phase shifts negligible. The total cross section changes by $12\pi\delta_1^2/k^2$, which is of second order. In the transport sum the term $l=0$ changes, to first order, by

$$\frac{4\pi}{k^2}\left[\sin^2(\delta_0-\delta_1)-\sin^2\delta_0\right]\approx-\frac{4\pi}{k^2}\,\delta_1\sin2\delta_0 .$$

The term $l=1$ adds only $8\pi\delta_1^2/k^2$. Unless $\sin2\delta_0$ is itself small, the transport cross section is therefore the more sensitive to a small $p$ wave, and $\delta_1$ must be computed with matching care.

**Remark 3 (classical limit).** Suppose many partial waves contribute, the phase shifts that matter are large, $|\delta_l|\gg1$, and they vary smoothly with $l$, so that the difference $\delta_l-\delta_{l+1}$ changes little from one pair to the next. For large $l$, away from the forward and backward directions, $P_l$ oscillates as $\cos[(l+\tfrac12)\theta-\pi/4]$. The sum (2) is then dominated by the $l$ at which the phase $2\delta_l\pm(l+\tfrac12)\theta$ is stationary, so $|2\,d\delta_l/dl|=\theta$ for deflections below $\pi$. Thus $\sin^2(\delta_l-\delta_{l+1})\approx\sin^2(\theta/2)=(1-\cos\theta)/2$. With the impact parameter $b=(l+1)/k$ the sum becomes an integral,

$$\sigma_{\rm tr}\approx\frac{4\pi}{k^2}\int kb\,\frac{1-\cos\theta(b)}{2}\,k\,db=2\pi\int[1-\cos\theta(b)]\,b\,db ,$$

which is the classical transport cross section. The difference of neighbouring phase shifts is the quantum counterpart of half the deflection angle. Large phase shifts are essential to this step. For the screened Coulomb potential used below they require $|Z|/k\gg1$ as well as $k\gg\mu$. When $|Z|/k\ll1$, many waves still contribute and $\delta_l$ still varies slowly, but the sum follows the Born result (7) and not the classical integral.

**Remark 4 (where the formula fails).** Lemma 2 needs real phase shifts. If electrons are absorbed or lose energy, $|e^{2i\delta_l}|<1$ and the exponential in its proof no longer has modulus 1. The elastic part then carries $e^{-2\,\mathrm{Im}(\delta_l+\delta_{l+1})}|\sin(\delta_l-\delta_{l+1})|^2$ in place of the squared sine, and the momentum of the electrons removed from the elastic channel must be counted separately. A non-spherical potential couples different $l$, and a spin-orbit force gives two phase shifts for each $l>0$; both cases need a different sum. The unscreened Coulomb potential violates A2, and its transport cross section diverges, as (7) shows at leading order in the charge.

## The same result from the force

An electron at $\mathbf r$ and a centre at $\mathbf R$ have the energy $V(|\mathbf r-\mathbf R|)$. The force on the centre is $-\nabla_{\mathbf R}V=+\nabla_{\mathbf r}V$, whose forward component, for $\mathbf R=0$, is $V'(r)\cos\theta$.

**Lemma 3.** Under A1 and A2,

$$\int_0^\infty V'(r)\,u_l\,u_{l+1}\,dr=\frac{k^2}{2}\sin(\delta_l-\delta_{l+1}).$$

*Proof.* Write $u=u_l$, $w=u_{l+1}$, $p=l+1$. The centrifugal coefficients are then $p(p-1)$ for $u$ and $p(p+1)$ for $w$. Let $D=wu'-uw'$ and

$$Q=u'w'-(2V-k^2)uw-\frac{p^2uw}{r^2}+\frac{pD}{r}.$$

The radial equations give

$$(u'w')'=u''w'+u'w''=(2V-k^2)(uw)'+\frac{p^2(uw)'}{r^2}+\frac{pD}{r^2},$$

$$D'=wu''-uw''=-\frac{2p\,uw}{r^2}.$$

The other terms of $Q'$ are

$$-[(2V-k^2)uw]'=-2V'uw-(2V-k^2)(uw)',$$

$$-\left(\frac{p^2uw}{r^2}\right)'=-\frac{p^2(uw)'}{r^2}+\frac{2p^2uw}{r^3},\qquad \left(\frac{pD}{r}\right)'=-\frac{2p^2uw}{r^3}-\frac{pD}{r^2}.$$

In the sum everything cancels in pairs except $Q'=-2V'uw$.

Near the origin $u\sim r^{p}$ and $w\sim r^{p+1}$, so each term of $Q$ vanishes at least as fast as $r^{2p-1}$, and $Q(0)=0$. At large $r$, let $\alpha$ and $\beta$ be the arguments of the sines in $u$ and $w$. Then

$$Q\to k^2(\cos\alpha\cos\beta+\sin\alpha\sin\beta)=k^2\cos(\alpha-\beta),\qquad \alpha-\beta=\frac{\pi}{2}+\delta_l-\delta_{l+1},$$

so $Q(\infty)=-k^2\sin(\delta_l-\delta_{l+1})$. Integrating $Q'=-2V'uw$ from 0 to infinity and dividing by $-2$ proves the lemma. ∎

**Theorem 2.** Under A1 to A3, the state (1), which has unit incident density, exerts on the centre the forward force $F=k^2\sigma_{\rm tr}$.

*Proof.* Insert (1) into $F=\int|\psi|^2V'\cos\theta\,d^3r$. The factor $r^2$ of the volume element cancels the $1/r^2$ in $|\psi|^2$. By Lemma 1 only the pairs $(l,l+1)$ and $(l+1,l)$ survive, and their phase factors add up to

$$2\,\mathrm{Re}\left[i^{-1}e^{i(\delta_l-\delta_{l+1})}\right]=2\sin(\delta_l-\delta_{l+1}).$$

The factors $(2l+1)(2l+3)$ cancel against Lemma 1, and Lemma 3 supplies the radial integral:

$$F=\frac{2\pi}{k^2}\sum_l2(l+1)\cdot2\sin(\delta_l-\delta_{l+1})\cdot\frac{k^2}{2}\sin(\delta_l-\delta_{l+1})$$

$$=4\pi\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1})=k^2\sigma_{\rm tr}.\;∎$$

One sine comes from the interference of neighbouring waves in the density, the other from the radial integral of the force. If neighbouring phase shifts agree modulo $\pi$, that pair transfers no momentum, however large the phase shifts are.

## Stopping of a slow ion

**Corollary.** An ion moves with velocity $v$ along $z$ through independent electrons at zero temperature, which fill a Fermi sphere of radius $k_F$ with two spins per state. It carries a rigid potential that obeys A1 to A3. To first order in $v$ the stopping power, the energy lost per unit path, is

$$S=n\,v\,k_F\,\sigma_{\rm tr}(k_F),\qquad n=\frac{k_F^3}{3\pi^2}. \tag{5}$$

*Proof.* In the frame of the ion an electron of laboratory momentum $\mathbf p$ arrives with $\mathbf k=\mathbf p-\mathbf v$. By Theorem 2 it exerts the force $k^2\sigma_{\rm tr}(k)\,\hat{\mathbf k}$ per unit density; the transverse part vanishes by symmetry about $\mathbf k$. The electrons are independent and the potential is static in this frame, so the total force is the sum over occupied incoming states, with no separate Pauli factor for the final states:

$$\mathbf F=\int\frac{2\,d^3k}{(2\pi)^3}\,\Theta(k_F-|\mathbf k+\mathbf v|)\,k^2\sigma_{\rm tr}(k)\,\hat{\mathbf k}. \tag{6}$$

Here $\Theta$ is the unit step. Since $|\mathbf k+\mathbf v|\approx k+\mathbf v\cdot\hat{\mathbf k}$, the step becomes $\Theta(k_F-k)-\mathbf v\cdot\hat{\mathbf k}\,\delta(k-k_F)$ to first order, where $\delta(k-k_F)$ is the Dirac function. The first term is isotropic and gives no force. The second gives, with $\int\cos^2\theta\,d\Omega=4\pi/3$,

$$F_z=-\frac{1}{4\pi^3}\,v\,k_F^2\cdot k_F^2\sigma_{\rm tr}(k_F)\cdot\frac{4\pi}{3}=-\frac{k_F^4}{3\pi^2}\,v\,\sigma_{\rm tr}(k_F).$$

The density is $n=2\cdot\frac{4\pi}{3}k_F^3/(2\pi)^3=k_F^3/(3\pi^2)$, and $S=-F_z$ because the force opposes the motion. ∎

The Dirac function shows why phase shifts at the Fermi energy suffice at this order: deeper in the sphere, opposite momenta remain equally occupied and their forces cancel.

## Weak coupling

For $V=-Ze^{-\mu r}/r$ the first Born approximation gives a cross section that needs no partial waves. The Schrödinger equation is $(\nabla^2+k^2)\psi=2V\psi$, with the outgoing Green function $-e^{ikR}/(4\pi R)$. At large distance, with $\psi$ under the integral replaced by the plane wave and with $\mathbf q$ the change of wave vector,

$$f_B=-\frac{1}{2\pi}\int e^{-i\mathbf q\cdot\mathbf r}V\,d^3r=\frac{Z}{2\pi}\cdot\frac{4\pi}{q}\int_0^\infty e^{-\mu r}\sin qr\,dr=\frac{2Z}{q^2+\mu^2}.$$

Here $q^2=2k^2(1-\cos\theta)$. With $s=q^2+\mu^2$ as the variable, $1-\cos\theta=(s-\mu^2)/(2k^2)$ and

$$\sigma_{\rm tr}^B=\frac{2\pi Z^2}{k^4}\int_{\mu^2}^{\mu^2+4k^2}\frac{s-\mu^2}{s^2}\,ds=\frac{2\pi Z^2}{k^4}\left[\ln\!\left(1+\frac{4k^2}{\mu^2}\right)-\frac{4k^2}{4k^2+\mu^2}\right]. \tag{7}$$

For $\mu\to0$ the logarithm diverges: without screening, too many distant collisions contribute.

For $Z=\pm0.01$ and $k=\mu=1$, the phase-shift sum averaged over both signs is $5.08598\times10^{-4}$ bohr², against $5.08585\times10^{-4}$ bohr² from the Born integral. The average removes the correction odd in $Z$, which would otherwise be the leading difference. This test fixes the prefactor of Theorem 1 independently of the partial-wave algebra.

## A worked example

Take a unit positive charge with $V=-e^{-r}/r$ in an electron gas with $k_F=1$. These are round model parameters, and the potential is not self-consistent: the Friedel sum $(2/\pi)\sum_l(2l+1)\delta_l$, with phase shifts that vanish at high energy, is 1.54 at $k_F$, whereas complete screening of a unit charge requires 1. On this branch $\delta_0\to\pi$ as $k\to0$: the potential binds one $s$ level. The Friedel sum counts that level, while (6) leaves it out, because a bound electron carried along with the ion exerts no net force on it. The numbers below therefore illustrate the formulas and do not predict the stopping of a real proton. The first phase shifts at $k=1$ are 1.09245, 0.24303, 0.06759 and 0.02137 rad. The leading pairs give

$$4\pi\sin^2(0.84942)=7.086,\qquad 8\pi\sin^2(0.17544)=0.766,\qquad 12\pi\sin^2(0.04622)=0.080 .$$

All later pairs together add 0.012, so $\sigma_{\rm tr}=7.94$ bohr², or 2.22 Å². Angular quadrature and the force integrated over the computed electron density both agree with this value. They test Theorems 1 and 2.

The total cross section is 12.42 bohr² and the mean cosine is 0.36, so $12.42\times(1-0.36)=7.9$, as the definition requires. The forward preference can be read from (4), where $\mathrm{Re}(t_lt_{l+1}^*)=\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})$. For the listed phase shifts all three factors are positive.

Cutting the list needs care. If $\delta_2$ is the last phase shift known and $\delta_3$ is set to zero, the third pair becomes $12\pi\sin^2(0.0676)=0.17$ instead of 0.080, and $\sigma_{\rm tr}$ comes out about 1% too large. Leaving that pair out makes it about 1% too small. Both choices miss by about 1%, so $\delta_3$ has to be computed. The three complete pairs listed above then fall short of the full sum by only 0.15%.

At this strength the Born value is 5.09 bohr², 36% below the phase-shift result. An $s$-wave phase shift above 1 rad is outside the weak-coupling regime, so (7) cannot replace the sum here.

With $n=0.03377$ bohr⁻³, equation (5) at $v=0.1$ gives

$$S=0.03377\times0.1\times1\times7.943=0.0268\ \text{hartree/bohr},$$

or 1.38 eV/Å. The total cross section in its place would have given 0.042 hartree/bohr.

The full sum (6) over the shifted sphere, divided by the linear law, is 0.9993, 0.9971 and 0.9885 at $v=0.05$, 0.1 and 0.2. The deviation grows about fourfold when the speed doubles. This is the expected order: reversing $\mathbf v$ reverses the force, so the first correction to the ratio is quadratic in $v$. The extrapolation to $v=0$ gives 1.0000, which tests the step from (6) to (5).

Within this model the linear law is thus good to about 1% at $v=0.2$. That figure says nothing about effects the model leaves out: screening that changes with velocity, collisions between electrons, and excitation of inner shells. The remaining digits are in the numerical output below.

## Numbers as computed

```
charge Z = 1.0 e, screening length 1/mu = 1.0 bohr
Fermi wave number kF = 1.0 1/bohr
electron density n = 0.033774 1/bohr^3
highest partial wave kept: l = 18
l, delta_l (rad), contribution of pair (l, l+1) to sigma_tr (bohr^2):
  0  1.09245  7.08551
  1  0.24303  0.76566
  2  0.06759  0.08045
  3  0.02137  0.01015
  4  0.00716  0.00138
  5  0.00248  0.00019
  6  0.00087  0.00003
sum of pair contributions for l > 6 = 4.65e-06 bohr^2
sigma_tr from phase-shift sum = 7.94337 bohr^2
sigma_tr from angular quadrature = 7.94337 bohr^2
force per unit density / kF^2 = 7.94337 bohr^2
sigma_tr in square angstrom = 2.2244 A^2
total cross section = 12.42032 bohr^2
mean cosine of scattering angle = 0.3605
first Born sigma_tr at Z = 1: 5.0858 bohr^2
largest error of slope matrix element = 9.0e-08 hartree
weak coupling, Z = +-0.01: phase-shift sum = 5.08598e-04 bohr^2
weak coupling, first Born = 5.08585e-04 bohr^2
friction coefficient S/v = 0.26828 atomic units
stopping power at v = 0.1 a.u.: 0.026828 hartree/bohr
the same = 1.3795 eV/A
ion speed v (a.u.), full stopping / linear law:
  0.05  0.99928
  0.10  0.99714
  0.20  0.98848
ratio extrapolated to v = 0: 1.00000
```
